\section*{Octahedral splitting of a d shell by six point charges}

\section{The decision}

Before computing a transition-metal ion in a crystal or complex, one must decide how to represent its neighbours. Point charges are cheap; neighbours with their own electrons are not. If the d levels matter, the choice depends on how large a splitting bare charges can produce, and on which part of their potential splits the levels rather than shifting them together. Both questions can be answered in closed form for six equal charges on the cubic axes.

I use Gaussian units. The electron has charge $-e$, with $e>0$, and each neighbour has charge $-Ze$, so $Z>0$ means a negative neighbour that repels the electron. The ion's nucleus is at the origin and the neighbours are at distance $a$. The d shell of the free ion is taken as known, and the neighbours act on it to first order. Spin-orbit coupling and mixing with other shells are left out. At first the shell is assumed to lie wholly inside $r<a$; this condition is removed later.

\section{One charge}

Put a single charge at $\mathbf R$, with $|\mathbf R|=a$. Let $\mu$ be the cosine of the angle between $\mathbf r$ and $\mathbf R$, and let $u=r/a<1$. The potential energy of the electron is
\begin{equation}
v=\frac{Ze^2}{|\mathbf r-\mathbf R|}
=\frac{Ze^2}{a}(1+w)^{-1/2},\qquad w=-2\mu u+u^2 .
\end{equation}
The binomial series is
\begin{equation}
(1+w)^{-1/2}=1-\tfrac12w+\tfrac38w^2-\tfrac5{16}w^3+\tfrac{35}{128}w^4-\dots
\end{equation}
Collecting powers of $u$ gives $\sum_k u^kP_k(\mu)$, where the $P_k$ are the Legendre polynomials. The second-order coefficient comes from $w$ and $w^2$:
\begin{equation}
P_2=-\tfrac12+\tfrac38(4\mu^2)=\tfrac12(3\mu^2-1).
\end{equation}
At fourth order, $w^2$ contributes $u^4$, $w^3$ contributes $3(-2\mu u)^2u^2=12\mu^2u^4$, and $w^4$ contributes $16\mu^4u^4$. Thus
\begin{equation}
P_4=\tfrac38-\tfrac{15}{4}\mu^2+\tfrac{35}{8}\mu^4
=\tfrac18(35\mu^4-30\mu^2+3).
\end{equation}
Changing the signs of both $\mu$ and $u$ leaves $w$ unchanged, so $P_k(-\mu)=(-1)^kP_k(\mu)$.

\emph{Limit.} For an electron on the line towards the charge, $\mu=1$ and $v=Ze^2/(a-r)$. Its geometric series has every coefficient equal to one. The formulas agree: $P_2(1)=1$ and $P_4(1)=(35-30+3)/8=1$.

\section{Six charges}

Now place charges at $(\pm a,0,0)$, $(0,\pm a,0)$ and $(0,0,\pm a)$. The six cosines are $\pm x/r$, $\pm y/r$ and $\pm z/r$. Opposite charges cancel all odd orders. For the even orders up to four we need
\begin{equation}
\sum_i\mu_i^2=2,\qquad
\sum_i\mu_i^4=\frac{2S}{r^4},\qquad S=x^4+y^4+z^4 .
\end{equation}
The second order cancels, because
\begin{equation}
\sum_iP_2(\mu_i)=\tfrac12(3\cdot2-6)=0 .
\end{equation}
The fourth order survives:
\begin{align}
\sum_iP_4(\mu_i)&=\frac18\left(\frac{70S}{r^4}-60+18\right)\nonumber\\
&=\frac{35}{4}\left(\frac{S}{r^4}-\frac35\right)\equiv A(\Omega).
\end{align}
The potential energy due to all six charges is therefore
\begin{equation}
V=Ze^2\left[\frac6a+\frac{r^4}{a^5}A(\Omega)
+O\!\left(\frac{r^6}{a^7}\right)\right].
\label{eq:potential}
\end{equation}

Along a cubic axis $S/r^4=1$ and $A=7/2$. Along a face diagonal $S/r^4=1/2$ and $A=-7/8$; along a body diagonal $S/r^4=1/3$ and $A=-7/3$. With negative neighbours, an electron has the higher energy when it points at them.

\emph{Limit.} On the $x$ axis the distances are elementary, and the sum is
\begin{align}
\frac{aV}{Ze^2}&=\frac1{1-u}+\frac1{1+u}+\frac4{\sqrt{1+u^2}}\nonumber\\
&=2(1+u^2+u^4)+4\left(1-\tfrac12u^2+\tfrac38u^4\right)+O(u^6)\nonumber\\
&=6+\tfrac72u^4+O(u^6).
\end{align}
This reproduces both the cancellation at second order and the value $7/2$.

\section{What a d shell can detect}

Write the five orbitals as $R(r)f_j(\Omega)/\sqrt{4\pi}$. Angle brackets with subscript $\Omega$ denote an average over the unit sphere. With $x,y,z$ now the components of a unit vector, the angular functions are
\begin{equation}
\begin{gathered}
\sqrt{15}\,xy,\quad \sqrt{15}\,yz,\quad \sqrt{15}\,zx,\\
f_1=\tfrac{\sqrt{15}}2(x^2-y^2),\qquad
f_2=\tfrac{\sqrt5}2(3z^2-1).
\end{gathered}
\end{equation}
The first three are called $t_{2g}$ and the last two $e_g$. The radial density $p(r)=r^2R^2$ integrates to one, and
\begin{equation}
\langle r^4\rangle=\int_0^\infty p(r)\,r^4\,dr .
\end{equation}

The potential has terms beyond fourth order, but they have no matrix elements within the d shell. To see this, note that $1/|\mathbf r-\mathbf R|$ obeys Laplace's equation for $r<a$. The Laplacian lowers the degree of a polynomial by two, so terms of different degree cannot cancel one another. Each term $H=r^kP_k$ is therefore harmonic by itself.

Let $q$ be a homogeneous polynomial of degree $n<k$. Green's theorem in the unit ball gives
\begin{equation}
\int(q\nabla^2H-H\nabla^2q)\,dV
=\int(q\,\partial_rH-H\,\partial_rq)\,d\Omega .
\end{equation}
On the left $\nabla^2H=0$, and the radial integral of the remaining term is $\int_0^1r^{k+n-2}r^2dr=1/(k+n+1)$. On the right $\partial_rH=kH$ and $\partial_rq=nq$ at $r=1$. Hence
\begin{equation}
(k-n)\int qH\,d\Omega
=-\frac1{k+n+1}\int H\,\nabla^2q\,d\Omega .
\label{eq:green}
\end{equation}
For $n=0$ or $1$, $\nabla^2q=0$ and the integral on the left vanishes. For larger $n$, $\nabla^2q$ has degree $n-2$, so repeated use of (\ref{eq:green}) leads back to one of these two cases. Thus $P_k$ is orthogonal on the sphere to every polynomial of degree below $k$.

A product of two d functions can be written as a polynomial of degree four, so orders $k>4$ drop out. Taking $q=1$ gives a second result:
\begin{equation}
\langle P_k(\mu_i)\rangle_\Omega=0\qquad(k>0).
\label{eq:zeroaverage}
\end{equation}

\section{The two levels}

Symmetry removes the off-diagonal elements. The potential is even under each reflection $x\to-x$, $y\to-y$, $z\to-z$. The function $xy$ is odd in $x$ and $y$, $yz$ is odd in $y$ and $z$, $zx$ is odd in $z$ and $x$, and both $e_g$ functions are even in all three. Any matrix element involving a $t_{2g}$ function and a different function therefore has an odd integrand for at least one reflection. A quarter turn about $z$ changes the sign of $f_1$ but not of $f_2$, which removes the last coupling.

The rotation $x\to y\to z\to x$ permutes the $t_{2g}$ functions, so their energies agree. It turns $f_1$ into
\begin{equation}
\tfrac{\sqrt{15}}2(y^2-z^2)=-\tfrac12f_1-\tfrac{\sqrt3}2f_2 .
\end{equation}
The potential is unchanged by this rotation and does not couple $f_1$ to $f_2$. Their energies thus satisfy $E_1=\frac14E_1+\frac34E_2$, or $E_1=E_2$. One element from each set is enough.

The required sphere averages follow from a Gaussian integral. With weight proportional to $e^{-r^2/2}$ in three dimensions, integration by parts gives the Cartesian average $\overline{x^{2l}}=(2l-1)!!$, and likewise the radial average $\overline{r^{2n}}=(2n+1)!!$. Here the double factorial is the product of odd integers down to one, and $(-1)!!=1$. In spherical coordinates the average of a monomial is its radial average times its sphere average. Therefore, for $n=l+m+s$,
\begin{equation}
\langle x^{2l}y^{2m}z^{2s}\rangle_\Omega
=\frac{(2l-1)!!(2m-1)!!(2s-1)!!}{(2n+1)!!}.
\end{equation}
In particular $\langle x^4\rangle_\Omega=1/5$ and $\langle x^2y^2\rangle_\Omega=1/15$. The latter confirms the factor $\sqrt{15}$ in the $t_{2g}$ functions. Also
\begin{equation}
\langle(x^2-y^2)^2\rangle_\Omega=\tfrac15+\tfrac15-\tfrac2{15}=\tfrac4{15},
\end{equation}
which confirms the factor in $f_1$.

For the $xy$ orbital, the average of $S$ is
\begin{align}
15\langle x^2y^2(x^4+y^4+z^4)\rangle_\Omega
&=15\,\frac{15+15+3}{945}=\frac{11}{21},\\
\langle A\rangle_{xy}
&=\frac{35}4\left(\frac{11}{21}-\frac35\right)
=\frac{35}4\left(-\frac8{105}\right)=-\frac23 .
\end{align}
For $x^2-y^2$, expand the square. The terms $x^4S$ and $y^4S$ each average to $(105+9+9)/945=123/945$, and $x^2y^2S$ averages to $33/945$. Hence
\begin{align}
\frac{15}4\langle(x^2-y^2)^2S\rangle_\Omega
&=\frac{15}4\,\frac{123+123-66}{945}=\frac57,\\
\langle A\rangle_{x^2-y^2}
&=\frac{35}4\left(\frac57-\frac35\right)=1 .
\end{align}

Restoring the radial factor, the levels relative to the common shift $6Ze^2/a$ are
\begin{equation}
E_e=\frac{Ze^2\langle r^4\rangle}{a^5},\qquad
E_t=-\frac23\frac{Ze^2\langle r^4\rangle}{a^5}.
\end{equation}
The splitting parameter is defined by $10Dq=E_e-E_t$, so
\begin{equation}
10Dq=\frac{5Ze^2\langle r^4\rangle}{3a^5},\qquad
Dq=\frac{Ze^2\langle r^4\rangle}{6a^5}.
\label{eq:dq}
\end{equation}
In this unit $E_e=+6Dq$ and $E_t=-4Dq$.

\emph{Limits.} The splitting vanishes as $\langle r^4\rangle/a^5$ when the neighbours recede, much faster than the shift, which falls as $1/a$. If the neighbours are positive, $Z<0$ and the order of the levels reverses.

\section{Why the weighted mean stays put}

The two numbers $+6$ and $-4$ can be obtained without evaluating the matrix elements separately. Add the squares of the five angular functions. Using $x^2+y^2+z^2=1$ to write $3z^2-1=2z^2-x^2-y^2$, the $e_g$ part is
\begin{align}
f_1^2+f_2^2
&=\tfrac{15}4(x^2-y^2)^2+\tfrac54(2z^2-x^2-y^2)^2\nonumber\\
&=5(x^4+y^4+z^4)-5(x^2y^2+y^2z^2+z^2x^2).
\end{align}
The $t_{2g}$ part is $15(x^2y^2+y^2z^2+z^2x^2)$. Together they give
\begin{equation}
\sum_{j=1}^5f_j^2=5(x^2+y^2+z^2)^2=5 .
\label{eq:sphere}
\end{equation}
One electron in each orbital makes a spherical density. By (\ref{eq:zeroaverage}), this density does not respond to any term with $k>0$. The sum of the five level shifts about the common shift is therefore zero:
\begin{equation}
2E_e+3E_t=0 .
\end{equation}
Substituting $E_e=E_t+10Dq$ gives $5E_t+20Dq=0$. Hence $E_t=-4Dq$ and $E_e=+6Dq$. This is the barycentre rule.

The barycentre is the mean of the shifted shell, not the energy of the free-ion shell. The two differ by $6Ze^2/a$ when the shell lies inside $a$. For $n_t$ electrons in $t_{2g}$ and $n_e$ in $e_g$, the first-order energy relative to the barycentre is
\begin{equation}
\Delta E=(-4n_t+6n_e)Dq .
\end{equation}
It vanishes for the full shell, with $n_t=6$ and $n_e=4$, and for one electron per orbital, with $n_t=3$ and $n_e=2$. Repulsion between the d electrons is a separate contribution.

The zero sum does not need cubic symmetry, since (\ref{eq:zeroaverage}) holds for each charge in any direction. Cubic symmetry is what turns it into a rule for two levels. The argument is first order in $V$: mixing with other shells produces further shifts to which this trace argument does not apply.

\section{A shell with a tail}

An atomic orbital does not end at $r=a$. For $r>a$, take $r$ rather than $a$ out of the square root:
\begin{equation}
\frac1{|\mathbf r-\mathbf R|}
=\frac1r\left(1-2\mu\frac ar+\frac{a^2}{r^2}\right)^{-1/2}
=\sum_k\frac{a^k}{r^{k+1}}P_k(\mu).
\end{equation}
The angular functions are the same as before, so the selection rule, the ratio $6:-4$ and the zero sum all survive. In the radial factors, let $r_<$ and $r_>$ be the smaller and larger of $r$ and $a$. Then
\begin{equation}
10Dq=\frac53Ze^2\left\langle\frac{r_<^4}{r_>^5}\right\rangle,
\qquad
\text{common shift}=6Ze^2\left\langle\frac1{r_>}\right\rangle .
\label{eq:tail}
\end{equation}
Beyond $a$ the first integrand is
\begin{equation}
\frac{a^4}{r^5}=\frac{r^4}{a^5}\left(\frac ar\right)^9 .
\end{equation}
It is smaller than the integrand $r^4/a^5$ used in (\ref{eq:dq}). For the same radial density and positive $Z$, the simple formula therefore overestimates the splitting whenever there is a tail.

\emph{Limit.} As $a\to0$, the six charges merge with the nucleus and should leave a spherical field. Near the origin a d shell has $p(r)\propto r^6$, so $\langle r^{-5}\rangle$ is finite and the splitting in (\ref{eq:tail}) vanishes as $a^4\langle r^{-5}\rangle$. Formula (\ref{eq:dq}) would diverge there, outside its range of validity.

\section{Numbers for Fe$^{3+}$}

The free Fe$^{3+}$ ion in its high-spin $d^5$ state has one electron in each 3d orbital. By (\ref{eq:sphere}) this shell is spherical, so one radial density describes all five orbitals. I obtained it by restricted open-shell Hartree--Fock in the def2-QZVP Gaussian basis and integrated it by Gauss--Legendre quadrature. The result is $\langle r^4\rangle=0.21665$~\AA$^4$. The smaller def2-TZVP basis gives $0.22142$~\AA$^4$, which is 2.2\% larger than the first value.

Take six model charges with $Z=1$ at $a=2$~\AA. With $e^2=14.3996$~eV~\AA\ and $a^5=32$~\AA$^5$,
\begin{align}
\frac{6Ze^2}a&=\frac{6(14.3996)}2=43.20\ \text{eV},\\
10Dq&=\frac{5(14.3996)(0.21665)}{3(32)}=0.1625\ \text{eV}.
\end{align}
The splitting corresponds to about $1310$~cm$^{-1}$. The levels are $+0.097$~eV for $e_g$ and $-0.065$~eV for $t_{2g}$, measured from the barycentre. For these six charges almost all of the electrostatic energy is thus a common shift; the splitting is less than half a percent of it. The percentage belongs to the charged cluster. In a neutral rocksalt array of unit charges with the same nearest distance, the farther charges lower the shift to about $12.6$~eV but change the splitting by only a few percent, so the ratio becomes about 1.3\%.

The effect of the tail can be obtained without a multipole expansion. For each charge, the matrix elements of $1/|\mathbf r-\mathbf R_i|$ between the Gaussian 3d orbitals are evaluated analytically. Diagonalizing the resulting $5\times5$ matrix gives:
\begin{center}
\begin{tabular}{cccc}
$a$ (\AA) & (\ref{eq:dq}) (eV) & diagonalized (eV) & ratio\\
1.2 & 2.090 & 1.661 & 0.795\\
2.0 & 0.1625 & 0.1613 & 0.993\\
3.0 & 0.0214 & 0.0214 & 1.000
\end{tabular}
\end{center}
The ratio is the diagonalized splitting divided by the value from (\ref{eq:dq}). In this basis, at 2~\AA\ the tail lowers the splitting by 0.7\%, although a 3d electron is beyond $a$ with a probability of only $1.3\times10^{-4}$. The fourth power explains this sensitivity: at $r=a$, $r^4=16$~\AA$^4$ is already about 74 times $\langle r^4\rangle$, so the region beyond $a$ carries at least $74\times1.3\times10^{-4}\approx1\%$ of $\langle r^4\rangle$. The correction multiplies this share by $(a/r)^9$, which falls quickly from one beyond $a$, and so removes part of it. The tail numbers depend on the basis: def2-TZVP gives ratios of 0.777, 0.988 and 0.998 and a probability of $2.1\times10^{-4}$, while twelve uncontracted d functions give 0.796, 0.992, 1.000 and $1.5\times10^{-4}$. The change in $\langle r^4\rangle$ between the two def2 basis sets is larger than this tail correction, so $0.16$~eV is a sensible statement of the first-order result with Hartree--Fock orbitals. The method matters more than the basis: PBE orbitals give $\langle r^4\rangle=0.244$~\AA$^4$ and a splitting of $0.18$~eV.

To separate the zero sum from cubic symmetry, I also placed the six charges in independently drawn random directions, all at 2~\AA. The mean shift remained 43.20~eV. The levels about it became $-0.326$, $-0.220$, $-0.114$, $0.277$ and $0.383$~eV. Levels measured from their own mean sum to zero by construction; the rule is tested by the mean itself, which still equals the common shift of (\ref{eq:tail}). The threefold and twofold degeneracies are gone. For such directions the second-order term in the potential need not cancel.

For the opening decision, the size of the splitting matters most. Measured octahedral splittings of Fe$^{3+}$ with oxygen neighbours at about this distance lie roughly between 1.5 and 2~eV, several times the model result even if $Z$ is doubled, which gives $0.32$~eV. These model values are first order, with frozen free-ion orbitals. If the ion is allowed to relax self-consistently in the field of the charges, its occupied majority-spin 3d Hartree--Fock orbital energies keep the pattern but split by less, about $0.06$~eV for $Z=1$ and $0.12$~eV for $Z=2$. Bare charges at this distance give the pattern of a threefold level below a twofold one, but they are a poor basis for predicting the magnitude. A calculation meant to predict it should include the neighbours' electrons, and with them the overlap and covalency absent from this model. The example does not determine how much each of those effects contributes.
